# Reactive-flux transmission coefficients for diffusion, with a plateau test

Transition-state theory counts every forward crossing of a saddle plane as a completed hop. If atoms turn back, it counts hops that never happen. For the model atom treated below, independent hops at the uncorrected rate would give a mean squared displacement of 0.140 squared sites in 6 ps, while a direct equilibrium simulation gives 0.106 with a time step of 0.008 ps, and about 0.109 when the step is extrapolated to zero. The prediction is roughly 30% too large. The cure is to follow trajectories after they cross and count where they go. In a periodic crystal this needs some care, because an atom may also fly past the next site.

## A count by hand

Take a row of equivalent sites with one dividing plane between each pair of neighbours. Suppose that, per site and unit time, the following rightward excursions occur:

- 3 cross one plane and settle one site away;
- 2 cross one plane and return;
- 1 crosses two planes and settles two sites away.

Equal numbers of mirror-image excursions go left. The jump rates in each direction are therefore $\Gamma_1=3$ and $\Gamma_2=1$. With $D$ the diffusion coefficient and $a$ the site spacing, counting both directions gives

$$\frac{D}{a^2}=\frac12\,2\left(1^2\Gamma_1+2^2\Gamma_2\right)=3+4=7 .$$

Now stand at one plane and count rightward crossings. Label the site just to its left $n=0$ and the site just to its right $n=1$.

- Single jumps give 3 crossings, ending at $n=1$.
- Double jumps give 2: for one this is the first plane, so it ends at $n=2$; for the other it is the second plane, so it ends at $n=1$.
- Failed rightward excursions give 2, ending at $n=0$.
- Failed leftward excursions give 2 as they return, ending at $n=1$.

The total is $k=9$, which is what transition-state theory would use. Give each crossing the score $2n-1$. Six endings at $n=1$ score $+1$, one at $n=2$ scores $+3$, and two at $n=0$ score $-1$. The mean score is

$$\kappa_D=\frac{6+3-2}{9}=\frac79,\qquad k\kappa_D=7=\frac{D}{a^2}.$$

If we record just the side of the plane, the score is $+1$ for right and $-1$ for left:

$$\kappa_1=\frac{7-2}{9}=\frac59,\qquad k\kappa_1=5=\Gamma_1+2\Gamma_2 .$$

So $\kappa_1$ gives the first moment of the jump length and $\kappa_D$ the second. The same count with jumps of any length $l$ gives $\kappa_D/\kappa_1=\sum_l l^2\Gamma_l/\sum_l l\Gamma_l$, provided that separate jumps are rare enough to be distinguished.

## From counting to time correlation

Let $x$ be the atom's coordinate along the row, $v=\dot x$, and $N(t)$ its site index. Plane $X_m$ separates sites $m$ and $m+1$. The motion is classical, at equilibrium, and statistically reversible when velocities are reversed. Langevin dynamics with matched friction and noise satisfies these conditions.

Write $\Delta N=N(t)-N(0)$. A rightward crossing of $X_m$ changes its square by

$$(m+1-N(0))^2-(m-N(0))^2=2m+1-2N(0),$$

and a leftward crossing changes it by the opposite amount. The signed crossing rate is $v\,\delta(x-X_m)$, hence

$$\frac{d\langle\Delta N^2\rangle}{dt}=\sum_m\left\langle v(t)\,\delta(x(t)-X_m)\,[2m+1-2N(0)]\right\rangle .$$

Exchange the two times by stationarity and reversibility. Positions keep their signs and $v$ changes sign:

$$\frac{d\langle\Delta N^2\rangle}{dt}=\sum_m\left\langle v(0)\,\delta(x(0)-X_m)\,[2(N(t)-m)-1]\right\rangle .$$

All planes are equivalent, so the sum equals the contribution of one plane $X$ with the starting density normalized over one cell. With $n(t)=N(t)-m$, the constant $-1$ drops out because the mean signed flux vanishes at equilibrium. Define

$$k=\langle v\,\theta(v)\,\delta(x-X)\rangle,\qquad
\kappa_D(t)=\frac{\langle v(0)\,\delta(x(0)-X)\,n(t)\rangle}{k},$$

where $\theta$ is the unit step. Then

$$\frac{d\langle\Delta N^2\rangle}{dt}=2k\,\kappa_D(t).$$

For $|\Delta N|$, a rightward crossing adds $+1$ if $N(0)\le m$ and $-1$ otherwise. The same time exchange turns this into the score $2\theta(x(t)-X)-1$, so

$$\frac{d\langle|\Delta N|\rangle}{dt}=2k\,\kappa_1(t),\qquad
\kappa_1(t)=\frac{\langle v(0)\,\delta(x(0)-X)\,\theta(x(t)-X)\rangle}{k}.$$

Neither identity assumes rare hops.

The true displacement is $a\Delta N+\epsilon$ with $|\epsilon|<a$. Its square differs from $a^2\Delta N^2$ by at most $2a^2\langle|\Delta N|\rangle+a^2$ on average. For diffusive motion this grows no faster than $\sqrt t$, and division by $2t$ removes it at long times. If $\kappa_D(t)$ has a limit,

$$D=a^2k\,\kappa_D(\infty).$$

Since $D$ does not depend on where the planes are drawn, neither does $k\kappa_D(\infty)$.

## The model and its transition-state rate

The atom, of mass $m$, is coupled to a host mode $y$ of mass $M$:

$$V=\frac{V_0}{2}(1-\cos gx)+\frac K2(y-s\sin gx)^2,\qquad g=\frac{2\pi}{a}.$$

Integrating $e^{-V/k_BT}$ over $y$ gives a Gaussian factor independent of $x$. The free energy is therefore the first term, $U(x)$, with saddles at $x=a/2$ and its repeats. The thermal average of $v\,\theta(v)$ is $\sqrt{k_BT/2\pi m}$, so

$$k=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-U(X)/k_BT}}{\int_0^a e^{-U/k_BT}dx}.$$

The integral is $a\,e^{-V_0/2k_BT}I_0(V_0/2k_BT)$, where $I_0$ is the modified Bessel function. At the saddle $U=V_0$, and

$$k=\frac1a\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-V_0/2k_BT}}{I_0(V_0/2k_BT)}.$$

The parameters are round model values: $m=16$ u, $M=30$ u, $a=3$ Å, $V_0=0.5$ eV, $K=3$ eV/Å², $s=0.3$ Å, $T=1000$ K, and friction $\gamma=4$ ps⁻¹ on both coordinates. They give $V_0/k_BT=5.80$ and $k=0.01169$ ps⁻¹.

## The algorithm

1. **Sample the plane.** Hold $x=X$ and run thermal dynamics of the other coordinates. Here $x$ is Cartesian, so this gives the required distribution of $y$. A curved reaction coordinate would need metric weights and its own normal velocity in the flux.

2. **Draw velocities.** The factor $v$ in the flux makes the speed density proportional to $v\,e^{-mv^2/2k_BT}$. Its cumulative distribution is $1-e^{-mv^2/2k_BT}$. Setting this equal to a uniform random number $u$ gives $v=\sqrt{-(2k_BT/m)\ln(1-u)}$. Attach signs $\sigma=\pm1$ in equal numbers, and draw the other velocities from the Maxwell distribution.

3. **Propagate.** Each step is a half kick by the force, a half drift, a friction-and-noise update, a half drift and a half kick. For a coordinate of mass $\mu$, the middle update is $v\to cv+\sqrt{(1-c^2)k_BT/\mu}\,R$, with $c=e^{-\gamma\Delta t}$ and $R$ a standard normal number. It preserves the Maxwell variance, since $c^2+(1-c^2)=1$.

4. **Correlate.** Let $E_\pm$ be averages over the two launch directions. The flux-weighted definition is $\kappa_D=E_+[n]-E_-[n]$. With equal numbers of launches,
$$\langle\sigma(2n-1)\rangle=\tfrac12E_+[2n-1]-\tfrac12E_-[2n-1]=\kappa_D .$$
Replacing $n$ by $\theta(x(t)-X)$ gives $\kappa_1$. Just after launch both equal 1.

5. **Test the plateau.** For each trajectory, average its score over two separated late windows and subtract the earlier average from the later one. The mean difference is the drift. Its standard error comes from the spread over trajectories, which retains the correlation between windows. Accept if the drift is smaller than three standard errors and the error itself is below 0.02.

The second condition in step 5 stops a noisy signal from passing merely because nothing can be resolved. Even so, acceptance is not proof of convergence: a process much slower than the window separation can escape notice.

## What the parabolic saddle predicts

Near the saddle, put $x=a/2+\delta$ and keep terms linear in $\delta$ in the forces. Since $\sin gx\approx-g\delta$, the second derivatives of $V$ are

$$h_{xx}=-\frac{V_0g^2}{2}+Ks^2g^2,\qquad h_{xy}=Ksg,\qquad h_{yy}=K.$$

Define $\omega_b$ by $m\omega_b^2=V_0g^2/2$, the downward curvature of the free energy. Then $h_{xx}-h_{xy}^2/K=-m\omega_b^2$.

In linear motion $v(0)$ and $\delta(t)$ are jointly Gaussian with zero mean. Let their covariance be $C$ and their standard deviations $\sigma_v$ and $\sigma_x$. The part of $v(0)$ correlated with $\delta$ is $C\delta/\sigma_x^2$, and $\langle\delta\,\theta(\delta)\rangle=\sigma_x/\sqrt{2\pi}$. Dividing by $\langle v\,\theta(v)\rangle=\sigma_v/\sqrt{2\pi}$ gives

$$\kappa(t)=\frac{C(t)}{\sigma_x(t)\,\sigma_v}.$$

For the late limit, write the motion as $\dot z=Az+\text{noise}$, with $z=(\delta,y,\dot\delta,\dot y)$. Let $\lambda$ be the growing eigenvalue and $w=(w_x,w_y,w_v,w_u)$ its left eigenvector, $wA=\lambda w$. At late times $\delta(t)$ is proportional to $e^{\lambda t}Q$, where $Q$ is $w\cdot z(0)$ plus the accumulated noise $\int_0^\infty e^{-\lambda t'}w\cdot\text{noise}(t')\,dt'$. Thus $\kappa\to w_v\sigma_v/\sqrt{\mathrm{Var}\,Q}$, with the sign of $w$ chosen so that $w_v>0$.

Let $B$ be the noise covariance rate and $S_0$ the launch covariance. Then $\mathrm{Var}\,Q=wS_0w^T+wBw^T/2\lambda$. The matrix $S$ with position block $k_BT\,h^{-1}$ and velocity block $k_BT\,\mathrm{diag}(1/m,1/M)$ satisfies $AS+SA^T=-B$. It is not a real covariance at a saddle, but the algebra holds. Multiplying by $w$ on both sides gives $2\lambda wSw^T=-wBw^T$, so

$$\mathrm{Var}\,Q=w(S_0-S)w^T=\frac{k_BT}{m\omega_b^2}\left(w_x-\frac{h_{xy}}Kw_y\right)^2 .$$

The last equality uses $\det h=-Km\omega_b^2$ and the launch variances: zero for $\delta$ and $k_BT/K$ for $y$. The velocity blocks cancel. The two position components of $wA=\lambda w$ are

$$\lambda w_x=-\frac{h_{xx}}mw_v-\frac{h_{xy}}Mw_u,\qquad
\lambda w_y=-\frac{h_{xy}}mw_v-\frac KMw_u .$$

Subtracting $h_{xy}/K$ times the second from the first removes $w_u$ and leaves $\lambda(w_x-h_{xy}w_y/K)=\omega_b^2w_v$. Since $\sigma_v^2=k_BT/m$, we have $\mathrm{Var}\,Q=\sigma_v^2\omega_b^2w_v^2/\lambda^2$, and therefore

$$\kappa(\infty)=\frac{\lambda}{\omega_b}=\frac{19.03}{25.72}=0.740 .$$

This describes recrossing near one saddle. It knows nothing of the next well.

## Reading the trajectories

The saddle ensemble contains 24,000 launches of 6 ps. At 0.06 ps this sample gives $\kappa_1=0.766\pm0.004$ and the parabolic curve gives 0.766. The match in the last digit is chance: a larger sample with a shorter step gives $0.775\pm0.002$, and between 0.06 and 0.20 ps $\kappa_1$ runs about 0.01 above the linear result. Both curves dip and then rise, so the linear motion already contains this early non-monotonic behaviour. By 0.40 ps the two scores have separated, with $\kappa_D=0.790$ and $\kappa_1=0.732$, because some atoms have crossed further planes.

Between the windows 3–4 ps and 5–6 ps, $\kappa_D$ drifts by $-0.00004\pm0.0021$ and passes. Its average over 3–6 ps is $0.781\pm0.007$, giving

$$k\kappa_D=0.01169\times0.781=0.00913\ \text{ps}^{-1},$$
$$D=(3\ \text{Å})^2\times0.00913\ \text{ps}^{-1}=0.082\ \text{Å}^2/\text{ps}=8.2\times10^{-10}\ \text{m}^2/\text{s}.$$

The side-only score fails, with a drift of $-0.0186\pm0.0013$. This is expected from later thermal hops. If settled atoms make independent single hops at rate $r$ in each direction, a rightward launch settled at $n=1$ stays on the right when its later displacement is at least 0. A leftward launch settled at $n=0$ reaches the right when its displacement is at least 1. The difference of these probabilities is the probability of zero displacement, about $1-2rt$ for $rt\ll1$. Using $r\approx k\kappa_1\approx0.0078$ ps⁻¹ and the window average $\kappa_1\approx0.67$, the estimated change over 2 ps is $-2(0.0078)(2)(0.67)\approx-0.021$, close to the observed drift. A conventional side-only plateau thus needs relaxation to finish well before $1/2r$, about 60 ps here. That condition is roughly met, since relaxation ends within a picosecond or two: $\kappa_1$ has an approximate plateau near 0.7, but it decays by about 1.4% per ps, and the sample is large enough to resolve this decay.

Two further signals are correctly rejected. Between the windows 0–0.04 ps and 0.12–0.16 ps, the average of $\kappa_D$ drops by 0.18, so there is no plateau yet. With friction and host coupling removed, an atom launched from the saddle has energy above every barrier and never turns back. Its $n$ keeps growing, the measured drift is about 22, and no finite diffusion coefficient exists.

Moving the plane to $x=0.4a$ raises $k$ to 0.02035 ps⁻¹ and lowers $\kappa_D$ to $0.453\pm0.008$. The product is $0.0092\pm0.0002$ ps⁻¹, in agreement with the saddle result. The poorer plane costs statistical precision, but it does not change the rate.

## Comparison with equilibrium motion

An independent simulation starts from thermal equilibrium and uses no saddle launches. Over 6 ps it gives $\langle\Delta N^2\rangle=0.106\pm0.002$, against $0.110\pm0.001$ from the integrated flux. For $\langle|\Delta N|\rangle$ the values are $0.0926\pm0.0012$ and $0.0968\pm0.0006$. The direct diffusion coefficient, from the growth of squared displacement between 6 and 96 ps, is $0.077\pm0.002$ Å²/ps.

These direct values lie 3%, 4% and 6% below the flux values, relative to the latter. The gaps are 1.9, 3.0 and 2.2 combined standard errors. All pass the test limit of four, but the middle one is large for chance alone. The three are not independent evidence, since they share the same trajectories. The equilibrium run also used a longer time step, 0.008 ps instead of 0.005 ps. This matters at the level of the digits shown. Equilibrium runs with steps of 0.016 and 0.024 ps lower $\langle\Delta N^2\rangle$ to 0.098 and 0.083. A fit in $\Delta t^2$ puts the bias at 0.008 ps near $-2.7\%$ for $\langle\Delta N^2\rangle$ and $-2.5\%$ for $\langle|\Delta N|\rangle$, with zero-step values $0.109\pm0.001$ and $0.0956\pm0.0008$. The integration bias therefore accounts for most of the gap in the two moments. The comparison supports the method at the level of about 2% for the moments and a few per cent for $D$.

The moments also reveal correlated displacements. For independent single hops with mean number $\mu$ in the interval, $\langle\Delta N^2\rangle=\mu$. To second order, one hop contributes $\mu(1-\mu)$ to $\langle|\Delta N|\rangle$. Two hops have probability $\mu^2/2$ and mean absolute displacement 1, since they add or cancel equally often. Hence

$$\frac{\langle\Delta N^2\rangle}{\langle|\Delta N|\rangle}\approx\frac{\mu}{\mu-\mu^2/2}\approx1+\frac\mu2=1.053$$

for $\mu=0.106$. The simulation gives $1.145\pm0.008$. Independent single hops do not account for this excess; multi-site flights, as in the hand count, do raise the ratio. They also explain how $\kappa_D$ can exceed the single-saddle value 0.740 although recrossing is present: $\kappa_D$ weights a double jump by four, not by two. It is a transmission coefficient for diffusion, not a probability, and it need not stay below 1.

The full set of values is in the numerical output below. Its line labelled "uncorrected TST <|dN|>" lists $2kt$, the mean number of hops at the uncorrected rate. For independent single hops this equals $\langle\Delta N^2\rangle$; it is only an upper bound on $\langle|\Delta N|\rangle$, because opposite hops cancel.

## Computed values

```
site spacing = 3.0 angstrom; barrier = 0.50 eV
temperature = 1000 K; kT = 0.08617 eV
atom mass = 16 u; host-mode mass = 30 u
host stiffness = 3.0 eV/angstrom^2
host displacement amplitude = 0.3 angstrom
friction, both coordinates = 4.0 1/ps
launch count = 24000; launch step = 0.005 ps
launch duration = 6.0 ps
barrier/kT = 5.8023 (dimensionless)
transition-state rate, one direction = 0.011690 1/ps
free-energy barrier frequency = 25.7158 rad/ps
growing eigenvalue = 19.0293 1/ps
parabolic transmission = 0.7400 (dimensionless)
time (ps), kappa_D, kappa_1, parabolic kappa (dimensionless):
  0.02  0.9405  0.9405  0.9422
  0.06  0.7664  0.7664  0.7661
  0.10  0.7183  0.7180  0.7057
  0.20  0.7572  0.7498  0.7449
  0.40  0.7897  0.7316  0.7400
  1.00  0.7825  0.7073  0.7400
  3.00  0.7817  0.6863  0.7400
  6.00  0.7824  0.6574  0.7400
kappa_D, mean 3-6 ps = 0.7810 +/- 0.0066
kappa_1, mean 3-6 ps = 0.6708 +/- 0.0047
plateau drift: mean over 5-6 ps minus mean over 3-4 ps
kappa_D drift = -0.00004 +/- 0.00210
kappa_1 drift = -0.01858 +/- 0.00134
early kappa_D drift = -0.1815 +/- 0.0037
early windows: 0-0.04 ps and 0.12-0.16 ps
frictionless control drift = 21.73 +/- 0.17
shifted plane = 1.20 angstrom; launches = 20000
shifted-plane TST rate = 0.020345 1/ps
shifted-plane kappa_D = 0.4533 +/- 0.0084
shifted drift = -0.00182 +/- 0.00236
saddle k*kappa_D = 0.009130 +/- 0.000077 1/ps
shifted k*kappa_D = 0.009222 +/- 0.000171 1/ps
equilibrium walkers = 4000; step = 0.008 ps
equilibrium duration = 96.0 ps per walker
moments of site change over 6 ps (dimensionless):
direct <dN^2> = 0.10600 +/- 0.00175
flux <dN^2> = 0.10960 +/- 0.00084
direct <|dN|> = 0.09259 +/- 0.00123
flux <|dN|> = 0.09679 +/- 0.00063
uncorrected TST <|dN|> = 0.14029
direct moment ratio = 1.1448 +/- 0.0080
independent single-hop ratio = 1.0530
D from flux = 0.08217 +/- 0.00070 angstrom^2/ps
D from flux, converted = 8.2173e-10 m^2/s
D direct = 0.07715 +/- 0.00215 angstrom^2/ps
```
